\section*{Emittance growth from space-charge field energy in a round ion beam, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the uniform beam to the emittance relation}

\subsection{The decision}

An envelope calculation for an ion implanter needs an emittance as input. Before tracing a boron beam through a lens channel, one must decide whether the emittance measured at the entrance may be kept to the exit. If it may, two numbers per plane, size and slope, describe the transport. If the emittance grows on the way, the predicted spot or angular spread at the wafer can be too small. The answer depends on how the charge is distributed across the beam, and this dependence can be written as an energy balance, known as Wangler's relation.

\subsection{Model and conventions}

The beam is continuous and steady along $z$. Its ions have charge $q>0$, mass $m$ and a common axial speed $v$ much smaller than the speed of light. The charge per length is $\lambda$, equal to the current divided by $v$. A prime on a coordinate means $d/dz$ along the path of an ion, so $x'$ is a slope and, since $dz=v\,dt$, the transverse acceleration is $v^2x''$. Slopes are small.

The external force is linear and equally strong in both transverse planes. With $E_x$ the field of the beam itself,
\begin{equation}
x''=-k(z)\,x+\frac{q}{mv^2}E_x ,
\label{eq:motion}
\end{equation}
and likewise for $y$. The focusing strength $k$ may vary with $z$. Collisions are neglected, so $E_x$ is the smooth mean field. No ion is lost and none is accelerated along $z$.

Angle brackets denote an average over the ions in a thin slice that travels with the beam. The slice keeps its ions, so $d\langle g\rangle/dz=\langle g'\rangle$ for any function $g$ of coordinates and slopes. The beam is centred, and its distribution does not change under rotation about the axis. The squared rms emittance is
\begin{equation}
\varepsilon^2=\langle x^2\rangle\langle x'^2\rangle-\langle xx'\rangle^2 .
\label{eq:emit}
\end{equation}
The subtraction removes the part of the slope that is proportional to position. A beam whose ions all obey $x'=cx$ with the same $c$ has $\varepsilon=0$, however strongly it converges.

\subsection{Simple case: uniform density}

Let the charge fill a cylinder of radius $a$ uniformly. A circle of radius $r<a$ encloses the charge $\lambda r^2/a^2$ per length. Gauss's law, $2\pi r\varepsilon_0E_r=\lambda r^2/a^2$, gives
\begin{equation}
E_r=\frac{\lambda r}{2\pi\varepsilon_0a^2},\qquad
E_x=\frac{\lambda x}{2\pi\varepsilon_0a^2}.
\label{eq:uniformfield}
\end{equation}
The field is linear in $x$. It is convenient to define the dimensionless generalized perveance
\begin{equation}
K=\frac{q\lambda}{2\pi\varepsilon_0mv^2}.
\label{eq:K}
\end{equation}
Equation \eqref{eq:motion} then reads $x''=-hx$ with $h=k-K/a^2$. The three second moments change as
\begin{align}
\frac{d\langle x^2\rangle}{dz}&=2\langle xx'\rangle, &
\frac{d\langle x'^2\rangle}{dz}&=-2h\langle xx'\rangle, &
\frac{d\langle xx'\rangle}{dz}&=\langle x'^2\rangle-h\langle x^2\rangle .
\end{align}
Put these into the derivative of \eqref{eq:emit}:
\begin{align}
\frac{d\varepsilon^2}{dz}
&=2\langle xx'\rangle\langle x'^2\rangle
-2h\langle x^2\rangle\langle xx'\rangle
-2\langle xx'\rangle\left(\langle x'^2\rangle-h\langle x^2\rangle\right)=0 .
\end{align}
A linear force leaves the emittance unchanged, whether it comes from the lens or from the beam, and also when $h$ varies with $z$. While the density stays uniform, the entrance emittance may be kept.

\emph{Limit: one short kick.} Take a beam with $x'=0$ for every ion and give each the slope $x'=\delta f(x)$, with $\delta$ small enough that positions do not change. Then
\begin{equation}
\varepsilon^2=\delta^2\left(\langle x^2\rangle\langle f^2\rangle-\langle xf\rangle^2\right)\ge0
\label{eq:kick}
\end{equation}
by the Cauchy--Schwarz inequality. The result vanishes when $f$ is proportional to $x$ over the beam, and is positive otherwise. Emittance growth from rest therefore measures how far the force departs from proportionality to $x$.

\subsection{General density: the lens drops out}

For an arbitrary round profile, equation \eqref{eq:motion} gives
\begin{align}
\frac{d\langle x'^2\rangle}{dz}&=2\langle x'x''\rangle
=-2k\langle xx'\rangle+\frac{2q}{mv^2}\langle x'E_x\rangle,\\
\frac{d\langle xx'\rangle}{dz}&=\langle x'^2\rangle+\langle xx''\rangle
=\langle x'^2\rangle-k\langle x^2\rangle+\frac{q}{mv^2}\langle xE_x\rangle .
\end{align}
The terms with $k$ and those with $\langle x'^2\rangle$ cancel as they did above, with $h$ replaced by $k$. There remains
\begin{equation}
\frac{d\varepsilon^2}{dz}=\frac{2q}{mv^2}
\left[\langle x^2\rangle\langle x'E_x\rangle-\langle xx'\rangle\langle xE_x\rangle\right].
\label{eq:step1}
\end{equation}
A nonlinear external acceleration $f$ in \eqref{eq:motion} would add $2[\langle x^2\rangle\langle x'f\rangle-\langle xx'\rangle\langle xf\rangle]$. This need not vanish, and the self-field cannot account for it. Linear external focusing is thus a real condition.

Write $x=r\cos\theta$, so that $E_x=E_r\cos\theta$ and $x'=r'\cos\theta-r\theta'\sin\theta$. Rotational symmetry makes $\theta$ uniformly distributed and independent of $r$, $r'$ and $\theta'$. Since $\cos^2\theta$ averages to $1/2$ and $\sin\theta\cos\theta$ to zero,
\begin{equation}
\langle xE_x\rangle=\tfrac12\langle rE_r\rangle,\qquad
\langle x'E_x\rangle=\tfrac12\langle r'E_r\rangle .
\label{eq:angles}
\end{equation}
The second result holds even if the beam rotates, because the term with $\theta'$ averages out.

\subsection{An average that does not know the profile}

Let $F(r)$ be the fraction of the charge inside radius $r$. Gauss's law gives
\begin{equation}
E_r=\frac{\lambda F(r)}{2\pi\varepsilon_0r}.
\label{eq:gauss}
\end{equation}
The fraction of ions between $r$ and $r+dr$ is $dF$, hence
\begin{equation}
\langle rE_r\rangle=\frac{\lambda}{2\pi\varepsilon_0}\int_0^1F\,dF
=\frac{\lambda}{4\pi\varepsilon_0},\qquad
\langle xE_x\rangle=\frac{\lambda}{8\pi\varepsilon_0}.
\label{eq:virial}
\end{equation}
No property of the profile enters.

\emph{Limit: uniform beam.} Equation \eqref{eq:uniformfield} gives $\langle rE_r\rangle=\lambda\langle r^2\rangle/(2\pi\varepsilon_0a^2)$. Here $\langle r^2\rangle=\int_0^a r^2(2r/a^2)\,dr=a^2/2$, and \eqref{eq:virial} is recovered.

\subsection{The other average is a rate of work}

Surround the beam by a round conducting wall of radius $R$, outside all ions. The electrostatic field energy per length is
\begin{equation}
W=\int_0^R\frac{\varepsilon_0}{2}E_r^2\,2\pi r\,dr .
\label{eq:W}
\end{equation}
The axial field is left out because the beam changes slowly along $z$ compared with its width.

Let $\rho(r,z)$ be the charge density and $u(r,z)$ the mean of $r'$ over the ions at radius $r$. Outward flow through the circle of radius $r$ reduces the enclosed charge:
\begin{equation}
\lambda\frac{\partial F}{\partial z}=-2\pi r\rho u .
\end{equation}
Inserting this into the $z$ derivative of \eqref{eq:gauss} yields
\begin{equation}
\varepsilon_0\frac{\partial E_r}{\partial z}=-\rho u .
\end{equation}
Differentiate \eqref{eq:W} at fixed $R$:
\begin{align}
\frac{dW}{dz}&=\int_0^R\varepsilon_0E_r\frac{\partial E_r}{\partial z}\,2\pi r\,dr
=-\int_0^R\rho uE_r\,2\pi r\,dr
=-\lambda\langle r'E_r\rangle .
\label{eq:work}
\end{align}
The last step uses $\lambda\langle g\rangle=\int\rho g\,2\pi r\,dr$; replacing $r'$ by its local mean is allowed because $E_r$ is the same for all ions at one radius. When ions move outward along an outward field, the field does work on them and loses energy. This is the meaning of the minus sign.

\emph{Numerical test.} For a Gaussian density of standard deviation $\sigma$ in each plane and a radial flow proportional to $r\exp(-r^2/3\sigma^2)$, the slope of the field energy was found by displacing the charge slightly in both directions. Its ratio to the right side of \eqref{eq:work}, evaluated by quadrature, is 1.000000.

\subsection{The equivalent uniform beam}

The second term of \eqref{eq:step1} contains $\langle xx'\rangle$, which describes a change of size. It can also be written as an energy change, that of a uniform beam with the same $\lambda$ and the same $\langle x^2\rangle$. For a uniform beam $\langle x^2\rangle=\langle r^2\rangle/2=a^2/4$, so the equivalent radius is $a=2\sqrt{\langle x^2\rangle}$. Its field energy has an inner and an outer part:
\begin{align}
W_u&=\frac{\lambda^2}{4\pi\varepsilon_0}
\left[\int_0^a\frac{r^3}{a^4}\,dr+\int_a^R\frac{dr}{r}\right]
=\frac{\lambda^2}{4\pi\varepsilon_0}\left[\frac14+\ln\frac Ra\right].
\label{eq:Wu}
\end{align}
From $a^2=4\langle x^2\rangle$ follows $2aa'=8\langle xx'\rangle$, and division by $2a^2=8\langle x^2\rangle$ gives $a'/a=\langle xx'\rangle/\langle x^2\rangle$. Therefore
\begin{equation}
\frac{dW_u}{dz}=-\frac{\lambda^2}{4\pi\varepsilon_0}\frac{a'}{a}
=-\frac{\lambda^2}{4\pi\varepsilon_0}\frac{\langle xx'\rangle}{\langle x^2\rangle}.
\label{eq:dWu}
\end{equation}
The equivalent beam is a reference computed at each $z$ from the actual $\langle x^2\rangle$. The real beam need not ever become uniform.

\subsection{Putting the two energies together}

Equations \eqref{eq:angles} and \eqref{eq:work} turn the first product in \eqref{eq:step1} into
\begin{equation}
\langle x^2\rangle\langle x'E_x\rangle=-\frac{\langle x^2\rangle}{2\lambda}\frac{dW}{dz}.
\end{equation}
Solving \eqref{eq:dWu} for $\langle xx'\rangle$ and using \eqref{eq:virial}, the second becomes
\begin{equation}
-\langle xx'\rangle\langle xE_x\rangle
=\frac{4\pi\varepsilon_0\langle x^2\rangle}{\lambda^2}\frac{dW_u}{dz}
\frac{\lambda}{8\pi\varepsilon_0}
=\frac{\langle x^2\rangle}{2\lambda}\frac{dW_u}{dz}.
\end{equation}
Their sum, multiplied by $2q/(mv^2)$, is
\begin{equation}
\frac{d\varepsilon^2}{dz}=-\frac{q\langle x^2\rangle}{mv^2\lambda}\frac{d}{dz}(W-W_u).
\label{eq:dimensional}
\end{equation}
Measure the energy difference in units of the field energy inside the uniform beam, the first term of \eqref{eq:Wu}:
\begin{equation}
U=\frac{W-W_u}{w_0},\qquad w_0=\frac{\lambda^2}{16\pi\varepsilon_0}.
\label{eq:U}
\end{equation}
The prefactor becomes $qw_0/(mv^2\lambda)=q\lambda/(16\pi\varepsilon_0mv^2)=K/8$, and the relation is
\begin{equation}
\boxed{\;\frac{d\varepsilon^2}{dz}=-\frac K8\langle x^2\rangle\frac{dU}{dz}\;}
\label{eq:wangler}
\end{equation}
If the emittance is quoted as $\varepsilon_4=4\varepsilon$, multiply by 16 and use $\langle x^2\rangle=a^2/4$. The same law then reads $d\varepsilon_4^2/dz=-(Ka^2/2)\,dU/dz$.

The quantity $U$ is called the nonlinear field energy because it vanishes for the uniform beam, whose field is linear. The relation links two changes. It does not say which way they go: where $U$ rises, the emittance falls.

\emph{Limit: a cold beam released at a waist.} Let all slopes vanish at $z=0$. To first order in a short distance $z$, with constant $k$, $x'=z(\kappa E_x-kx)$ and $r'=z(\kappa E_r-kr)$, where $\kappa=q/(mv^2)$. Equations \eqref{eq:work} and \eqref{eq:dWu} give
\begin{align}
\frac{dW}{dz}&=-\lambda z\left[\kappa\langle E_r^2\rangle-k\langle rE_r\rangle\right],\\
\frac{dW_u}{dz}&=-\frac{\lambda^2z}{4\pi\varepsilon_0}
\left[\kappa\frac{\langle xE_x\rangle}{\langle x^2\rangle}-k\right].
\end{align}
Because $\langle rE_r\rangle=\lambda/(4\pi\varepsilon_0)$, the terms with $k$ cancel in the difference. With $\lambda/(4\pi\varepsilon_0)=2\langle xE_x\rangle$ and $\langle E_r^2\rangle=2\langle E_x^2\rangle$,
\begin{equation}
\frac{d}{dz}(W-W_u)=-2\lambda\kappa z
\left[\langle E_x^2\rangle-\frac{\langle xE_x\rangle^2}{\langle x^2\rangle}\right].
\end{equation}
Equation \eqref{eq:dimensional} then integrates to $\varepsilon^2=\kappa^2z^2[\langle x^2\rangle\langle E_x^2\rangle-\langle xE_x\rangle^2]$. This is the kick result \eqref{eq:kick} with $\delta f=z(\kappa E_x-kx)$, since the linear part of $f$ does not contribute there. The two routes agree. They also show that a cold, nonuniform beam released at a waist begins by losing nonlinear field energy and gaining emittance.

\section{How much energy is free, and what a boron beam does with it}

\subsection{Symbols and results carried over}

A round beam of ions with charge $q$, mass $m$, speed $v$ and line charge $\lambda$ moves in linear focusing of strength $k$. Its perveance is $K=q\lambda/(2\pi\varepsilon_0mv^2)$, its rms size is $X=\sqrt{\langle x^2\rangle}$, and its equivalent uniform beam has radius $a=2X$. The fraction of charge inside radius $r$ is $F(r)$. The field energy per length is $W$ for the real beam and $W_u$ for the equivalent one; $U=(W-W_u)/w_0$ with $w_0=\lambda^2/(16\pi\varepsilon_0)$. The wall radius is $R$. The first half established $\langle xE_x\rangle=\lambda/(8\pi\varepsilon_0)$ and
\begin{equation}
\frac{d\varepsilon^2}{dz}=-\frac K8X^2\frac{dU}{dz}.
\label{eq:again}
\end{equation}

For a round beam in linear focusing, this part has shown that the emittance changes only as the nonlinear field energy $U$ changes, rising when $U$ falls and falling when $U$ rises. It remains to find how much of this energy different profiles hold, how quickly it can be released, and what that means for a boron beam.
